# Solder Adhesion Work from Surface Tension and Contact Angle

## Adhesion work of a liquid solder

A liquid of surface tension $\gamma$ rests on a solid and meets it at the equilibrium contact angle $\theta$, measured through the liquid. The reversible work per unit area needed to separate the liquid from the solid is

$$W=\gamma(1+\cos\theta),\qquad 0<\theta<180^\circ. \tag{1}$$

This is the Young–Dupré equation. It gives the work of separation from the surface tension of the liquid and the contact angle of a drop on the solid, without separate knowledge of the two solid tensions. The derivation balances the free energy at the edge of the drop, then counts the surfaces made and lost in separation.

### Conventions and assumptions

The temperature is fixed. The solid is rigid, smooth, uniform, insoluble and unreactive, and the contact line moves freely. Three interfaces meet at that line. Their free energies per unit area are $\gamma$ for liquid–vapour, $\gamma_{SV}$ for solid–vapour and $\gamma_{SL}$ for solid–liquid. Each is the reversible work of creating new interface. For a solid this differs in general from the surface stress, which is the work of stretching an existing surface, and it is the work of creation that enters here. The energy of the contact line itself is neglected at first.

The drop has volume $V$, free surface area $A$ and base area $A_b$. With $G$ its gravitational energy, and apart from constants, the free energy is

$$F=\gamma A+G+(\gamma_{SL}-\gamma_{SV})A_b. \tag{2}$$

The bracket appears because each unit of base area replaces solid–vapour interface by solid–liquid interface.

### Moving the edge of the drop

Take an axisymmetric drop on a horizontal plane $z=0$. Describe its profile by $r(s)$ and $z(s)$, where $s$ is the arc length from the apex to the edge. Let $\varphi$ be the downward slope angle of the profile, so that

$$r'=\cos\varphi,\qquad z'=-\sin\varphi. \tag{3}$$

The angle grows from zero at the apex to $\theta$ at the edge. This description holds for acute and obtuse contact angles alike.

Displace the profile by small amounts $\delta r(s)$ and $\delta z(s)$, keeping $s$ as a label. An element of length $ds$ is stretched by $(r'\delta r'+z'\delta z')\,ds$ to first order. Since $A=\int 2\pi r\,ds$ for the undisturbed shape,

$$\delta A=2\pi\int\left[\delta r+r(r'\delta r'+z'\delta z')\right]ds. \tag{4}$$

Integrate the terms in $\delta r'$ and $\delta z'$ by parts. The boundary term vanishes at the apex, where $r=0$. At the edge $\delta z=0$ because the edge stays on the solid, while $r'=\cos\theta$. With base radius $r_b$,

$$\delta A=2\pi r_b\cos\theta\,\delta r_b
+2\pi\int\left\{[1-(rr')']\delta r-(rz')'\delta z\right\}ds. \tag{5}$$

Equation (3) turns the two coefficients into

$$1-(r\cos\varphi)'=\sin^2\varphi+r\varphi'\sin\varphi=rC\sin\varphi,$$

$$(r\sin\varphi)'=\sin\varphi\cos\varphi+r\varphi'\cos\varphi=rC\cos\varphi,$$

where $C=\varphi'+\sin\varphi/r$ is the sum of the two principal curvatures. The outward displacement normal to the surface is $\delta n=\sin\varphi\,\delta r+\cos\varphi\,\delta z$. Also, $A_b=\pi r_b^2$ gives $\delta A_b=2\pi r_b\,\delta r_b$. Equation (5) therefore becomes

$$\delta A=\cos\theta\,\delta A_b+\int C\,\delta n\,dA. \tag{6}$$

The first term is the change in free surface due to the motion of the edge: when the edge advances, it is a gain for an acute angle and a loss for an obtuse one. The second comes from moving the rest of the surface.

A displacement $\delta n$ adds a volume $\delta n\,dA$ at height $z$. Hence, for liquid density $\rho$ and neglecting the weight of the vapour,

$$\delta V=\int\delta n\,dA,\qquad
\delta G=\int\rho gz\,\delta n\,dA. \tag{7}$$

First hold the edge fixed. Equilibrium requires $\gamma\,\delta A+\delta G=0$ for every displacement that preserves volume. This is possible only if $\gamma C+\rho gz$ has the same value everywhere on the free surface. If it differed between two places, moving liquid from the higher value to the lower would reduce the energy. Thus

$$\gamma C+\rho gz=p_0, \tag{8}$$

with $p_0$ constant. This is the Laplace pressure condition including gravity.

Now let the edge move at fixed volume. Equations (6)–(8) give

$$\delta(\gamma A+G)=\gamma\cos\theta\,\delta A_b+p_0\,\delta V
=\gamma\cos\theta\,\delta A_b, \tag{9}$$

because $\delta V=0$. Gravity changes the shape of the drop, but it does not enter the edge term. Equation (9) was tested on integrated drop shapes for a ball of diameter 2.00 mm and a capillary length $\sqrt{\gamma/(\rho g)}$ of 2.70 mm. At 40°, 90° and 120°, the finite-difference slope divided by $\gamma$ agreed with $\cos\theta$ to within $2\times10^{-4}$.

### Young's balance

Adding the solid terms of (2) to (9),

$$\delta F=(\gamma\cos\theta+\gamma_{SL}-\gamma_{SV})\,\delta A_b. \tag{10}$$

The edge can move either way, so equilibrium requires the bracket to vanish:

$$\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta. \tag{11}$$

This is Young's equation. Read as forces per unit length that drive the contact line along the solid, not as stresses within the solid, it balances $\gamma_{SV}$ outward against $\gamma_{SL}$ and $\gamma\cos\theta$ inward. The normal component $\gamma\sin\theta$ is carried by the elastic solid.

For a small drop, whose shape is a spherical cap, the equilibrium is a minimum. Put $c=\cos\theta$ and let $R$ be the radius of the sphere. Then $V=\pi R^3(2+c)(1-c)^2/3$ and $r_b=R\sqrt{1-c^2}$, so at fixed volume

$$r_b^3\propto\frac{(1+c)^{3/2}}{(1-c)^{1/2}(2+c)},\qquad
\frac{d\ln r_b}{dc}=\frac{1}{(1-c^2)(2+c)}>0. \tag{12}$$

Spreading therefore raises $\cos\theta$. The bracket in (10) is negative for a base smaller than its equilibrium size and positive for a larger one, so the energy rises on both sides.

### Reversible separation

Separate a flat liquid–solid contact of unit area, slowly and at constant temperature. One solid–liquid interface disappears. One liquid–vapour and one solid–vapour interface appear. The work is the final interfacial free energy minus the initial one:

$$W=\gamma+\gamma_{SV}-\gamma_{SL}. \tag{13}$$

This is Dupré's relation. Replacing the difference $\gamma_{SV}-\gamma_{SL}$ by (11) gives $W=\gamma+\gamma\cos\theta$, which is (1). Neither solid tension has to be known separately.

A microscopic model provides an independent test. Consider a two-dimensional liquid of fixed density whose elements attract with a Gaussian pair energy. The solid attracts the liquid by the same law, multiplied by $\alpha$. Since traction is proportional to attraction strength, integrating it over the gap gives $W=\alpha W_{LL}$, where $W_{LL}$ is the work of separating liquid from liquid. That separation creates two liquid surfaces, so $\gamma=W_{LL}/2$ and $W/\gamma=2\alpha$.

The contact angle was found separately, by minimising the summed pair energy of circular-segment drops of fixed area and extrapolating to large size. For $\alpha=0.25$, 0.50 and 0.80, the traction gives $W/\gamma=0.5000$, 1.0000 and 1.6000. The minimised drops give $1+\cos\theta=0.4998$, 0.9999 and 1.5999. The last digit depends on the drop sizes used in the extrapolation and shifts by up to about $2\times10^{-4}$ when they are changed. Neither (11) nor (13) was used to find these angles.

### Limits of the formula

At $\theta=90^\circ$ the two solid tensions are equal and $W=\gamma$. Near $180^\circ$, write $\theta=\pi-\epsilon$ with $\epsilon$ in radians. Since $\cos\theta=-\cos\epsilon\simeq-1+\epsilon^2/2$,

$$W\simeq\tfrac12\gamma\epsilon^2. \tag{14}$$

The adhesion work vanishes quadratically in $\epsilon$. In the same limit a drop small enough for gravity to be neglected approaches a sphere touching the solid at a point.

As $\theta\to0$, $W\to2\gamma$, the work of separating the liquid from itself. If the dry solid has $\gamma_{SV}>\gamma_{SL}+\gamma$, the bracket in (10) is negative for every angle, and the liquid spreads. Defining $S=\gamma_{SV}-\gamma_{SL}-\gamma$ and substituting in (13),

$$W=2\gamma+S,\qquad S>0. \tag{15}$$

On a smooth solid, an observed zero angle thus gives a lower bound on the adhesion to the dry solid, not its value. On a rough solid even this bound can fail, because roughness can bring the apparent angle to zero while the true angle is still positive. In the pair model with $\alpha=1.1$, the energy fell steadily as the angle was reduced through five values from 1.8 to 0.3 rad. This is consistent with spreading but does not establish it: a partially wetting case, $\alpha=0.97$ with equilibrium angle near 0.35 rad, gives the same falling sequence. The two differ at 0.2 rad, where the energy rises again for $\alpha=0.97$ and keeps falling for $\alpha=1.1$.

### A solder melt on two surfaces

Take a tin-rich solder melt near 520 K, with $\gamma=500$ mN/m and density 7.0 g/cm³. Compare a clean metallised pad, $\theta=40^\circ$, with bare diamond, $\theta=120^\circ$. These are rough typical values for a wetting and a non-wetting case. Diamond is used as a heat spreader and is nearly inert to such a melt, which suits the assumptions of (1). The surface tension is held the same in both cases. Since 1 mN/m equals 1 mJ/m²,

$$W_{\rm pad}=500(1+\cos40^\circ)=883\ {\rm mJ/m^2}, \tag{16}$$

$$W_{\rm diamond}=500(1-0.5)=250\ {\rm mJ/m^2}. \tag{17}$$

These are 5.51 and 1.56 eV/nm². The difference $\gamma_{SV}-\gamma_{SL}$ is $+383$ mJ/m² on the pad and $-250$ mJ/m² on diamond. Poor wetting is therefore compatible with positive adhesion: the liquid does not spread on diamond, yet work is needed to remove it.

**Detaching a whole drop.** The product $WA_b$ is the work if the newly exposed liquid face stays flat and the rest of the surface keeps its shape. A freed drop instead relaxes to a sphere of area $A_s$. Neglecting gravity, (2) and (11) give the minimum work between the attached and free states:

$$W_{\rm drop}=\gamma(A_s-A)+(\gamma_{SV}-\gamma_{SL})A_b
=\gamma(A_s-A+A_b\cos\theta). \tag{18}$$

Subtracting this from $WA_b=\gamma A_b(1+\cos\theta)$,

$$WA_b-W_{\rm drop}=\gamma(A+A_b-A_s)>0, \tag{19}$$

because a sphere has the least area for its volume. For solder from a ball of diameter 0.30 mm, the pad contact has $A_b=0.2591$ mm² and $WA_b=228.8$ nJ, while $W_{\rm drop}=93.9$ nJ. The difference, 134.9 nJ, is released when the detached drop relaxes to a sphere; it is recovered as work only if the relaxation is reversible. On diamond the two works are 14.8 and 7.8 nJ.

### Errors in the measured angle

From (1), $dW/d\theta=-\gamma\sin\theta$. Dividing by $W$ and using $\sin\theta/(1+\cos\theta)=\tan(\theta/2)$,

$$\frac{dW}{W}=-\tan\frac{\theta}{2}\,d\theta, \tag{20}$$

with $d\theta$ in radians. The relative error grows with the angle. An uncertainty of $\pm5^\circ$ spans 854–910 mJ/m² on the pad, about 3% either way, but 213–289 mJ/m² on diamond, about 15% either way. On real surfaces the contact line can also be pinned, so that the observed angle lies anywhere between a receding and an advancing value, and an oxide skin on the tin melt can hold the drop away from its equilibrium shape. Equation (1) applies only to the equilibrium angle of an oxide-free melt.

Gravity can produce such an error if the angle is inferred from drop height $h$ and base radius. A spherical cap has $h=R(1-\cos\theta)$ and $r_b=R\sin\theta$, hence $\theta=2\arctan(h/r_b)$. Gravity flattens the drop and lowers this estimate. For the 0.30 mm ball the inferred angles are 39.97° and 119.89°, so the bias is small. For a 2.00 mm ball they are 38.58° and 115.51°. The resulting $W$ is 891 mJ/m² on the pad, 0.9% above (16), and 285 mJ/m² on diamond, 14% above (17). The fault lies in the cap fit; the true edge angle still obeys (11).

Suppose next that the true solid area is $f$ times its projected area, that the liquid fills the roughness, and that the contact line has energy $\tau$ per length. The solid term in (10) is multiplied by $f$. The line energy $2\pi r_b\tau$ changes by $2\pi\tau\,\delta r_b=(\tau/r_b)\delta A_b$. The apparent angle then satisfies

$$\cos\theta_{\rm app}=f\cos\theta-\frac{\tau}{\gamma r_b}. \tag{21}$$

With $f=1.10$ and $\tau=0$, inserting the apparent angle in (1) gives 921 mJ/m² on the pad and 225 mJ/m² on diamond. Relative to the smooth-surface values these are errors of $+4\%$ and $-10\%$: roughness exaggerates both wetting and non-wetting. A line tension of $10^{-9}$ J/m, taken as an illustration, shifts $\cos\theta$ by about $-10^{-5}$ for the small drops, which is negligible here.

### Adsorption, reaction and real joints

The tension $\gamma_{SV}$ in (11) belongs to a solid in equilibrium with the vapour. If the separated solid is instead bare and in vacuum, with surface energy $\gamma_S$, the work is

$$W_0=\gamma(1+\cos\theta)+\pi_a,\qquad \pi_a=\gamma_S-\gamma_{SV}. \tag{22}$$

Let $\Gamma$ be the number of adsorbed atoms per area. Gibbs's relation is $d\gamma_{SV}=-\Gamma\,d\mu$, and an ideal vapour has $d\mu=k_BT\,dp/p$. For $\Gamma_m$ independent sites per area, $\Gamma=\Gamma_m x/(1+x)$, where $x$ is proportional to pressure. With coverage $c_a=x/(1+x)$,

$$\pi_a=k_BT\Gamma_m\int_0^x\frac{dx'}{1+x'}
=-k_BT\Gamma_m\ln(1-c_a). \tag{23}$$

For 10 sites per nm², this is 0.72 mJ/m² at 1% coverage and 50 mJ/m² at half coverage. The latter is about 6% of $W$ on the pad and 20% on diamond. These coverages are illustrative, not predictions for either surface. Tin evaporates far too slowly at 520 K to cover a solid through the gas during an experiment, so adsorbed tin would have to spread from the drop along the surface. This does not extend to volatile alloy additions such as zinc, whose vapour pressure at this temperature is high enough to reach the solid through the gas. If it does not, $\gamma_{SV}$ in (11) is the tension of the surface actually present around the drop.

Two other effects are small here. If the surface tension falls by 0.10 mN/m per kelvin and the angle is held fixed, heating by 50 K lowers $W$ by 1%. The length $\gamma\sin\theta/E$, with $E$ the elastic modulus, sets the scale on which the solid yields to the normal pull. It is 0.0032 nm for a pad of modulus 100 GPa and 0.00043 nm for diamond at 1000 GPa. The displacement at the contact line also contains the logarithm of the drop size divided by the width of the line. For the small drops and a line 1 to 10 nm wide, the pull alone gives a displacement about seven to ten times this length; the Laplace pressure under the drop pushes back and reduces the factor to about five to seven. Either value is still well below an atomic spacing.

In a real solder joint the assumption of an unreactive pad often fails. Tin-rich solder forms intermetallic compounds with common pad metals, so the surface beneath the melt changes during wetting. The heat released depends strongly on the compound. Taking 7 kJ per mole of atoms and 10 cm³ per mole of atoms as an illustration, a layer 1 nm thick releases $7000\times10^{-9}/10^{-5}=0.70$ J/m², or 700 mJ/m². This is 0.79 of the pad's $W$. It shows that reaction can matter at the scale of adhesion itself, but it is not a correction to be added to (16), since it belongs to a chemical change and not to the separation. Flux also alters the conditions: where it covers the melt, $\gamma$ and the solid tension must refer to contact with flux instead of vapour. Finally, $W$ describes liquid solder. A frozen joint has a solid–solid interface and can dissipate energy by plastic flow and creep, so its fracture energy does not follow from (1). The computed values used here are collected in the numerical output below.

## Calculated quantities

```
Pair model: solid/liquid attraction, W/gamma, 1+cos(angle)
  0.25, 0.5000, 0.4998 (dimensionless)
  0.50, 1.0000, 0.9999 (dimensionless)
  0.80, 1.6000, 1.5999 (dimensionless)
Liquid surface tension: 500 mN/m
Melt density: 7.0 g/cm3
Melt temperature: 520 K
Capillary length: 2.70 mm
Bump ball diameter: 0.30 mm
Wetting-test ball diameter: 2.00 mm
Rough-surface area ratio: 1.10 (dimensionless)
Line tension, rough upper size: 1.0e-09 J/m
Surface-tension slope: -0.10 mN/(m K)
Pad: contact angle 40 deg, modulus 100 GPa
  gamma_SV - gamma_SL: 383.0 mJ/m2
  Adhesion work W: 883.0 mJ/m2
  W converted: 5.51 eV/nm2
  Bump base area: 0.2591 mm2
  W times base area: 228.8 nJ
  Whole-drop detachment work: 93.9 nJ
  Cap-fit angle, bump: 39.97 deg
  Cap-fit angle, large drop: 38.58 deg
  W from large-drop cap fit: 890.9 mJ/m2
  W for angle +/-5 deg: 853.6 to 909.6 mJ/m2
  W inferred on rough solid: 921.3 mJ/m2
  Line-tension shift of cos(angle): -7.0e-06 (dimensionless)
  Elastic yielding length: 3.2e-03 nm
  W change for +50 K: -8.8 mJ/m2
Diamond: contact angle 120 deg, modulus 1000 GPa
  gamma_SV - gamma_SL: -250.0 mJ/m2
  Adhesion work W: 250.0 mJ/m2
  W converted: 1.56 eV/nm2
  Bump base area: 0.0594 mm2
  W times base area: 14.8 nJ
  Whole-drop detachment work: 7.8 nJ
  Cap-fit angle, bump: 119.89 deg
  Cap-fit angle, large drop: 115.51 deg
  W from large-drop cap fit: 284.6 mJ/m2
  W for angle +/-5 deg: 213.2 to 288.7 mJ/m2
  W inferred on rough solid: 225.0 mJ/m2
  Line-tension shift of cos(angle): -1.5e-05 (dimensionless)
  Elastic yielding length: 4.3e-04 nm
  W change for +50 K: -2.5 mJ/m2
Adsorption site density: 10 per nm2
Adsorption term at coverage 0.01: 0.72 mJ/m2
Adsorption term at coverage 0.50: 49.76 mJ/m2
Reaction energy input: 7 kJ/mol atoms
Intermetallic molar volume: 10 cm3/mol atoms
Reaction energy of 1 nm layer: 700 mJ/m2
Reaction energy / pad W: 0.79 (dimensionless)
```
